# Second-order cumulant, linewidth and Stokes shift for a harmonic bath

**Q.** You say that the second-order cumulant gives the whole line shape when a transition couples linearly to harmonic modes. Stopping a series at second order is an approximation. For which model would it cost nothing?

**A.** For two electronic states with a constant transition dipole, no coupling between the states, and equal mode frequencies in both. In atomic units, with $\hbar=1$ and mass-weighted coordinates,

$$H_g=\sum_j\tfrac12(p_j^2+\omega_j^2q_j^2),\qquad H_e=H_g+E_v+X,\qquad X=\sum_j c_jq_j .$$

$E_v$ is the vertical energy at the ground-state minimum, and $X$ is the fluctuating part of the energy gap. The bath starts in equilibrium with $H_g$ at temperature $T$. Apart from its frequency prefactor, the normalized absorption spectrum is

$$\sigma(\omega)=\sum_{nm}p_n|\langle m|n\rangle|^2\,\delta(\omega-E_m+E_n)=\frac1{2\pi}\int_{-\infty}^{\infty}dt\,e^{i\omega t}C(t),$$

$$C(t)=\langle e^{iH_gt}e^{-iH_et}\rangle=e^{-iE_vt}\langle U(t)\rangle,\qquad U(t)=e^{iH_gt}e^{-i(H_g+X)t}.$$

Here $n$ and $m$ label vibrational states of $H_g$ and $H_e$, and $p_n$ are thermal populations. Differentiating $U$ gives

$$\dot U=e^{iH_gt}\,i(H_g-H_g-X)\,e^{-i(H_g+X)t}=-iX(t)U,\qquad X(t)=e^{iH_gt}Xe^{-iH_gt}.$$

**Q.** The solution is a time-ordered exponential, because $X(t)$ at different times does not commute with itself. That ordering should generate terms of every order.

**A.** It would if the commutator were an operator. Here it is a number. From $q_j(t)=q_j\cos\omega_jt+(p_j/\omega_j)\sin\omega_jt$ and $[q_j,p_j]=i$,

$$[q_j(t_1),q_j(t_2)]=\frac{i}{\omega_j}(\cos\omega_jt_1\sin\omega_jt_2-\sin\omega_jt_1\cos\omega_jt_2)=-\frac{i}{\omega_j}\sin\omega_j(t_1-t_2).$$

With the Huang–Rhys factor $S_j=c_j^2/(2\omega_j^3)$ this becomes

$$[X(t_1),X(t_2)]=-2i\sum_jS_j\omega_j^2\sin\omega_j(t_1-t_2).$$

Now define

$$A=\int_0^tX(s)\,ds,\qquad K=\int_0^tdt_1\int_0^{t_1}dt_2\,[X(t_1),X(t_2)].$$

I claim that $U=e^{-iA}e^{-K/2}$. Put $B=-iA$. Since $[B,\dot B]$ is a number, $B^k\dot B=\dot BB^k+k[B,\dot B]B^{k-1}$. Therefore

$$\frac{d}{dt}B^n=\sum_{k=0}^{n-1}B^k\dot BB^{n-1-k}=n\dot BB^{n-1}+\frac{n(n-1)}2[B,\dot B]B^{n-2}.$$

Dividing by $n!$ and summing gives $\frac{d}{dt}e^B=(\dot B+\frac12[B,\dot B])e^B$. Here $\dot B=-iX(t)$ and

$$[B,\dot B]=-[A,X(t)]=\int_0^t[X(t),X(s)]\,ds=\dot K .$$

The derivative of $e^{-iA}e^{-K/2}$ is therefore $(-iX+\frac12\dot K-\frac12\dot K)$ times itself. It obeys the equation for $U$ and equals 1 at $t=0$, so it is $U$.

**Q.** You still have to average $e^{-iA}$, which contains all powers of $A$.

**A.** Write the part of $A$ belonging to one mode as $z^*a+za^\dagger$, with $[a,a^\dagger]=1$. Let $P=-iza^\dagger$ and $Q=-iz^*a$, so that $[P,Q]=|z|^2$. The product $F(s)=e^{sP}e^{sQ}e^{-s^2[P,Q]/2}$ satisfies

$$F'=(P+e^{sP}Qe^{-sP}-s[P,Q])F=(P+Q)F,$$

because $e^{sP}Qe^{-sP}=Q+s[P,Q]$. Hence $F(1)=e^{P+Q}$, or

$$e^{-i(z^*a+za^\dagger)}=e^{-iza^\dagger}e^{-iz^*a}e^{-|z|^2/2}.$$

In the thermal average, terms with unequal powers of $a^\dagger$ and $a$ vanish. For equal powers, with $x=e^{-\omega/kT}$ and $\bar n=x/(1-x)$,

$$\langle a^{\dagger k}a^k\rangle=(1-x)\sum_{n\ge k}x^n\frac{n!}{(n-k)!}=(1-x)x^k\frac{d^k}{dx^k}\frac1{1-x}=k!\,\bar n^k .$$

The average is then

$$e^{-|z|^2/2}\sum_k\frac{(-|z|^2)^k}{(k!)^2}k!\,\bar n^k=e^{-|z|^2(\bar n+1/2)}.$$

For this mode $\langle(z^*a+za^\dagger)^2\rangle=|z|^2(2\bar n+1)$. The modes are independent, so their factors multiply to $\langle e^{-iA}\rangle=e^{-\langle A^2\rangle/2}$.

Splitting the square $0<t_1,t_2<t$ into two triangles gives

$$\langle A^2\rangle=\int_0^tdt_1\int_0^{t_1}dt_2\,\langle X(t_1)X(t_2)+X(t_2)X(t_1)\rangle .$$

In $\frac12\langle A^2\rangle+\frac12K$ the terms $X(t_2)X(t_1)$ cancel and the others double:

$$C(t)=e^{-iE_vt-g(t)},\qquad g(t)=\int_0^tdt_1\int_0^{t_1}dt_2\,\langle X(t_1)X(t_2)\rangle .$$

This is the second-order cumulant. No expansion in coupling, temperature or time was cut short.

**Q.** Then the spectrum should be Gaussian, since a distribution with two cumulants is Gaussian. Yet vibronic spectra can be skewed.

**A.** Two kinds of order must be kept apart. The theorem counts powers of the coupling $X$, whereas the cumulants of the spectrum count powers of $t$. To see the latter, use $X=\sum_j\omega_j\sqrt{S_j}(a_j+a_j^\dagger)$ and $2\bar n_j+1=\coth(\omega_j/2kT)$:

$$\langle X(\tau)X(0)\rangle=\sum_jS_j\omega_j^2\left[\coth\frac{\omega_j}{2kT}\cos\omega_j\tau-i\sin\omega_j\tau\right].$$

The double integral equals $\int_0^t(t-\tau)\langle X(\tau)X(0)\rangle d\tau$. The cosine integrates to $(1-\cos\omega_jt)/\omega_j^2$ and the sine to $(\omega_jt-\sin\omega_jt)/\omega_j^2$, so

$$g(t)=\sum_jS_j\left[\coth\frac{\omega_j}{2kT}(1-\cos\omega_jt)+i(\sin\omega_jt-\omega_jt)\right].$$

Since $C(t)=\int\sigma(\omega)e^{-i\omega t}d\omega$, its logarithm is $\sum_n(-it)^n\kappa_n/n!$, where $\kappa_n$ are the spectral cumulants. Expanding $g$ gives the mean $\kappa_1=E_v$ and

$$\kappa_2=\Delta^2=\sum_jS_j\omega_j^2\coth\frac{\omega_j}{2kT},\quad \kappa_3=\sum_jS_j\omega_j^3,\quad \kappa_4=\sum_jS_j\omega_j^4\coth\frac{\omega_j}{2kT}.$$

The line is skewed because $\kappa_3>0$, although $g$ is of second order in the $c_j$. $\Delta$ is a standard deviation, and $\Delta^2=\langle X^2\rangle$.

**Q.** What would break the theorem?

**A.** A frequency change is enough. For one mode let $X=cq+\frac12\kappa q^2$. Take a classical bath so slow that $q$ is frozen during the transition, with Gaussian variance $v$. The spectrum is then the distribution of $X$, whose third cumulant is

$$\left\langle\left[cq+\tfrac{\kappa}{2}(q^2-v)\right]^3\right\rangle=\tfrac32c^2\kappa\langle q^2(q^2-v)\rangle+\tfrac{\kappa^3}8\langle(q^2-v)^3\rangle=3c^2\kappa v^2+\kappa^3v^3 .$$

I used $\langle q^4\rangle=3v^2$ and $\langle q^6\rangle=15v^3$. In this frozen limit the second-order cumulant gives a Gaussian, with no third cumulant, so it fails.

The size can be seen for a mode of 0.02 eV with $S=3$ at 300 K whose frequency rises by a factor 1.2 in the excited state. I diagonalized both Hamiltonians in 260 number states and compared $C(t)$ with its second-order cumulant, mean gap included, at 30 times between 2 and 60 eV$^{-1}$. The largest difference in this early interval is 0.12, relative to $C(0)=1$. It can be several times larger later, when the vibration returns towards its starting point.

**Q.** So much for absorption. A Stokes shift also needs emission, which starts from another equilibrium.

**A.** I assume that the bath relaxes fully in the excited state before emission. Completing the square with $Q_j=q_j+c_j/\omega_j^2$ gives

$$H_e=h+E_v-\lambda,\qquad h=\sum_j\tfrac12(p_j^2+\omega_j^2Q_j^2),\qquad \lambda=\sum_j\frac{c_j^2}{2\omega_j^2}=\sum_jS_j\omega_j .$$

$\lambda$ is the energy released by relaxation. The zero-point energies are equal, so the 0–0 transition lies at $E_{00}=E_v-\lambda$. The gap operator becomes $X=X'-2\lambda$ with $X'=\sum_jc_jQ_j$, and therefore $H_g=H_e-E_v-X=h+\lambda-X'$. The emission spectrum, again without its frequency prefactor, is

$$L(\omega)=\frac1{2\pi}\int dt\,e^{-i\omega t}\langle e^{iH_et}e^{-iH_gt}\rangle_e=\frac1{2\pi}\int dt\,e^{-i\omega t}e^{i(E_v-2\lambda)t-g(t)} .$$

The same $g$ appears because it is quadratic in the coupling, so the sign of $X'$ drops out. The emission mean is $E_v-2\lambda$ and the variance is again $\Delta^2$. The Stokes shift between means is $2\lambda$ at every temperature. Setting $\omega=E_{00}+\delta$ in $\sigma$ and $\omega=E_{00}-\delta$ in $L$ gives the same integrand, $e^{i(\delta-\lambda)t-g}$, so the two spectra are mirror images about $E_{00}$.

**Q.** The variance depends on temperature and the shift does not. How can one fix the other?

**A.** Both are set by the same $c_j^2$. In a classical bath, equipartition gives $\langle q_j^2\rangle=kT/\omega_j^2$, so

$$\Delta^2=\sum_jc_j^2\frac{kT}{\omega_j^2}=2\lambda kT .$$

A soft mode fluctuates widely and, for the same reason, is displaced far by a given force. The first effect broadens the line and the second shifts the emission.

The quantum formula shows when this holds. With $x_j=\omega_j/2kT$,

$$\Delta^2=2kT\sum_jS_j\omega_j\,x_j\coth x_j .$$

The series of $x\cosh x$ has terms $x^{2n+1}/(2n)!$, none smaller than the terms $x^{2n+1}/(2n+1)!$ of $\sinh x$. Thus $x\coth x\ge1$ and $\Delta^2\ge2\lambda kT$. For small $x$, $x\coth x\approx(1+x^2/2)/(1+x^2/6)\approx1+x^2/3$, so

$$\Delta^2=2\lambda kT+\frac{\kappa_3}{6kT}+\dots\qquad(kT\gg\omega_j).$$

At $T=0$ the variance is $\sum_jS_j\omega_j^2$, from zero-point motion, while $2\lambda kT$ vanishes.

**Q.** Is room temperature classical enough? Give me numbers.

**A.** Take a model with $E_v=2$ eV and modes of 0.01, 0.02 and 0.04 eV with $S=8$, 3 and 1. Then

$$\lambda=0.08+0.06+0.04=0.18\ \text{eV},\qquad 2\lambda=0.36\ \text{eV}.$$

Absorption has its mean at 2.00 eV, emission at 1.64 eV, and the 0–0 transition is at 1.82 eV. At 300 K, $kT=0.02585$ eV, and the classical variance is $0.36\times0.02585=0.00931$ eV². The third cumulant is

$$\kappa_3=(0.8+2.4+6.4)\times10^{-5}=9.6\times10^{-5}\ \text{eV}^3 .$$

The first correction, $\kappa_3/6kT=0.00062$ eV², raises the variance to 0.00993 eV²; the full formula gives 0.00991 eV². So $\Delta=0.0995$ eV, against 0.0965 eV classically. The ratio to the classical variance changes with temperature as follows.

| $T$ (K) | $\Delta^2$ (eV²) | $\Delta^2/2\lambda kT$ |
|---|---|---|
| 10 | 0.00360 | 11.6 |
| 100 | 0.00462 | 1.49 |
| 300 | 0.00991 | 1.065 |
| 600 | 0.01892 | 1.017 |
| 1000 | 0.03121 | 1.006 |

Room temperature is nearly classical here only because every mode of the model lies below $2kT=0.052$ eV. A stretching vibration near 0.17 eV, common in organic chromophores, has $x=3.29$ and $x\coth x=3.3$ at 300 K; adding one with $S=1$ to the model raises the ratio from 1.065 to 2.15. At 10 K the variance of the three-mode model has reached its zero-point value, $(0.8+1.2+1.6)\times10^{-3}=0.0036$ eV².

**Q.** I know another route. Detailed balance ties emission to absorption, and for a Gaussian line it should give the shift directly. Does it agree?

**A.** It does in the classical limit. The same overlaps $|\langle m|n\rangle|^2$ enter both spectra, with populations $e^{-E_m/kT}/Z_e$ or $e^{-E_n/kT}/Z_g$. The levels of $H_e$ are those of $H_g$ raised by $E_{00}$, so $Z_e=e^{-E_{00}/kT}Z_g$ and

$$L(\omega)=\sigma(\omega)\,e^{-(\omega-E_{00})/kT}.$$

If $\sigma$ is a Gaussian about $E_v$, the exponent of $L$ is $-(\omega-E_v)^2/2\Delta^2-\omega/kT$ plus a constant. Its maximum lies at $E_v-\Delta^2/kT$. Equating the shift to $2\lambda$ gives $\Delta^2=2\lambda kT$ again.

**Q.** But your model has $\Delta^2/kT=0.383$ eV at 300 K, not 0.36 eV. Detailed balance holds at any temperature, so something is inconsistent.

**A.** The Gaussian assumption is what fails. With $\beta=1/kT$, the mean of $\sigma e^{-\beta\omega}$ is minus the $\beta$-derivative, at fixed $\sigma$, of $\ln\int\sigma e^{-\beta\omega}d\omega=\sum_n(-\beta)^n\kappa_n/n!$. The shift is therefore

$$2\lambda=\beta\kappa_2-\tfrac12\beta^2\kappa_3+\tfrac16\beta^3\kappa_4-\dots$$

At high temperature $\beta\kappa_2\approx2\lambda+\frac16\beta^2\kappa_3$, and $\coth x\approx1/x$ gives $\kappa_4\approx2kT\kappa_3$. The terms in $\beta^2\kappa_3$ have coefficients $\frac16-\frac12+\frac13=0$. The higher cumulants, small as they look near the peak, matter because the exponential factor weights the red wing heavily.

**Q.** An experimenter reads off a full width at half maximum and two peaks, not moments. May those go into the relation?

**A.** They may for a slow bath, once the frequency prefactors have been divided out of the measured spectra: $\omega$ for the absorption coefficient and $\omega^3$ for emission counted in photons per unit frequency. In the model at 300 K, leaving them in would bring the peaks about 0.01 eV closer together. Let $\omega_{\max}$ be the highest mode frequency. Since $\coth\ge1$, $\kappa_3/\Delta^3\le\omega_{\max}/\Delta$, and also $\kappa_4/\Delta^4\le(\omega_{\max}/\Delta)^2$. If $\Delta\gg\omega_{\max}$, then $C(t)$ decays as $e^{-\Delta^2t^2/2}$ before the modes move appreciably, and the envelope is Gaussian. Half height lies at $\pm\sqrt{2\ln2}\,\Delta$, so the full width $W$ obeys

$$W=2\sqrt{2\ln2}\,\Delta,\qquad W^2=8\ln2\;kT\,(2\lambda)\quad\text{(slow, classical bath)}.$$

Skewness moves the peaks slightly. Let $u=\omega-E_v$ and let $G(u)$ be the Gaussian of variance $\Delta^2$. Expanding $e^{i\kappa_3t^3/6}$ to first order, and replacing $t$ by $-i\,d/du$, gives

$$\sigma\approx G-\frac{\kappa_3}6G'''=G\left[1+\frac{\kappa_3}6\left(\frac{u^3}{\Delta^6}-\frac{3u}{\Delta^4}\right)\right].$$

Near the centre $\ln\sigma\approx-u^2/2\Delta^2-\kappa_3u/2\Delta^4$ plus a constant, with its maximum at $u=-\kappa_3/2\Delta^2$. Emission is the mirror image, so the peaks are $2\lambda-\kappa_3/\Delta^2$ apart.

In the model, all mode energies are multiples of 0.01 eV, and the spectrum is a set of sticks with that spacing. I computed their weights from the diagonalized modes and joined them by a cubic spline. The envelope has a width of 0.232 eV, against 0.234 eV from $\Delta$. The peaks are 0.350 eV apart, as the skewness formula predicts.

**Q.** Sticks? You have just told me that $C(t)$ decays.

**A.** It decays and later returns. Its modulus is 0.61 at $t=10$ eV$^{-1}$, 0.14 at 20 eV$^{-1}$ and below $10^{-6}$ at 100 eV$^{-1}$. At $2\pi/(0.01\ \text{eV})=628$ eV$^{-1}$ every mode has completed whole periods, $g$ is purely imaginary, and the modulus is 1 again. The early decay shapes the envelope, and the recurrence resolves the sticks.

**Q.** And if the bath is fast?

**A.** Then the visible quantities mislead. Take a classical bath whose gap correlation has real part $\Delta^2e^{-\Lambda\tau}$, with $kT\gg\Lambda$. In the classical limit the real part of $\langle X(\tau)X(0)\rangle$ is $2kT\sum_jS_j\omega_j\cos\omega_j\tau$. The imaginary part, $-\sum_jS_j\omega_j^2\sin\omega_j\tau$, is its derivative divided by $2kT$. Here that is $-\lambda\Lambda e^{-\Lambda\tau}$, with $\Delta^2=2\lambda kT$. Integration with the weight $t-\tau$ gives

$$g(t)=\left(\frac{\Delta^2}{\Lambda^2}-\frac{i\lambda}\Lambda\right)(e^{-\Lambda t}+\Lambda t-1),\qquad t>0 .$$

For $\Lambda\gg\Delta$ the decay takes place at $\Lambda t\gg1$, where $g\approx\Delta^2t/\Lambda-i\lambda t$. The constants left out, $\Delta^2/\Lambda^2$ and $\lambda/\Lambda=\Delta^2/(2kT\Lambda)$, are small. The line is a Lorentzian of full width $2\Delta^2/\Lambda$ centred at $E_v-\lambda$. That is the mirror point, so emission peaks there too, and the peak separation vanishes. The means still differ by $2\lambda$, with the difference carried by the wings. This classical $g$ should not be trusted in the far red wing of the absorption, where it gives a slightly negative intensity. For the two baths computed next, this begins about $9kT$ below $E_v$ in the slow one and about $2kT$ below in the fast one.

I computed the Fourier transform of $e^{-g}$ by Simpson's rule at 300 K with $\Lambda=0.002$ eV.

- Slow bath, $\Delta=0.06$ eV: the width is 0.99 of the Gaussian value, and the peak separation is 0.97 of $2\lambda$.
- Fast bath, $\Delta=0.0002$ eV: the width is $4.0\times10^{-5}$ eV, which is 0.085 of the Gaussian value, and the peak separation is 0.005 of $2\lambda$.

Both baths obey $\Delta^2=2\lambda kT$. In the fast one, neither the visible width nor the peak separation reveals it.

**Q.** Suppose a measured slow line is broader than the relation allows, and the temperature is high. Is the theory refuted?

**A.** Not by that alone. If $E_v$ also varies from site to site with variance $s^2$, independently of the bath, the total variance is $\Delta^2+s^2$. Each site still has the shift $2\lambda$. If all sites are excited alike and no energy passes between them before emission, the emitting sites have the same distribution of $E_v$ as the absorbing ones, and the means stay $2\lambda$ apart. Selective excitation, or transfer to sites of lower energy, would move the emission mean. Under these conditions static disorder broadens the line without adding to the Stokes shift, and the relation applies to the part of the width that comes from the equilibrated bath.
